# Depletion width at a metal contact from doping and band bending: a numerical check

```python
"""Depletion width of a metal contact on a uniformly doped n-type semiconductor.

Result under test: W = sqrt(2 eps psi_s / (q N)), about 94 nm for
N = 1e23 m^-3, eps = 10 eps0, psi_s = 0.8 V (depletion approximation), and
its correction by mobile electrons, W_Q = eps F_s / (q N), where
F_s^2 = (2 q N / eps) [psi_s - Vt (1 - exp(-psi_s / Vt))].
Symbols: psi = upward band bending in volts (zero in the bulk), psi_s = its
value at the metal, Vt = kT/q, F_s = surface field, N = donor density,
W_Q = stored charge per area divided by q N. SI units inside the program.
Material values are rough ones for n-type gallium nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, kB, hbar = const.e, const.k, const.hbar
donors = 1e23
eps_rel = 10.0
eps = eps_rel * const.epsilon_0
bending = 0.8
temperature = 300.0
Vt = kB * temperature / q
mass_rel, hole_mass_rel = 0.2, 1.5
mass = mass_rel * const.m_e
gap, donor_depth = 3.4, 0.025
breakdown_field = 3e8
eps_optical_rel = 5.3
nm = 1e-9


def depletion_width(psi_s, permittivity=eps):
    return np.sqrt(2 * permittivity * psi_s / (q * donors))


def field(psi, vt):
    """First integral of the Poisson-Boltzmann equation."""
    return np.sqrt(2 * q * donors / eps * (psi + vt * np.expm1(-psi / vt)))


def charge_width(psi_s, vt):
    return eps * field(psi_s, vt) / (q * donors)


def band_density(m_rel, temp):
    return 2 * (m_rel * const.m_e * kB * temp / (2 * np.pi * hbar**2))**1.5


def solve_profile(psi_s, vt, points=4001):
    """Finite-difference Newton solution of the full Poisson equation."""
    width = depletion_width(psi_s)
    debye_length = np.sqrt(eps * vt / (q * donors))
    x = np.linspace(0, width + 15 * debye_length, points)
    scale = q * donors / eps * (x[1] - x[0])**2
    psi = psi_s * np.clip(1 - x / width, 0, None)**2
    for _ in range(60):
        electrons = np.exp(-psi[1:-1] / vt)
        residual = psi[:-2] - 2 * psi[1:-1] + psi[2:] - scale * (1 - electrons)
        bands = np.ones((3, points - 2))
        bands[1] = -2 - scale * electrons / vt
        step = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            return x, psi
    raise RuntimeError("Newton iteration did not converge")


def numerical_charge_width(psi_s, vt):
    x, psi = solve_profile(psi_s, vt)
    return trapezoid(1 - np.exp(-psi / vt), x)


# Depletion approximation: search for the box width that gives the bending.
W = depletion_width(bending)


def box_potential_drop(width):
    x = np.linspace(0, width, 2001)
    rho = np.full_like(x, q * donors)
    pieces = 0.5 * (rho[1:] + rho[:-1]) * np.diff(x)
    charge_beyond = np.append(np.cumsum(pieces[::-1])[::-1], 0.0)
    return trapezoid(charge_beyond / eps, x)


W_search = brentq(lambda w: box_potential_drop(w) - bending, 1e-9, 1e-6,
                  xtol=1e-16)
assert abs(W_search / W - 1) < 1e-6
assert abs(W / nm - 94) < 0.5
peak_field = 2 * bending / W

# Mobile electrons: full numerical solution against the first integral.
x, psi = solve_profile(bending, Vt)
density = np.exp(-psi / Vt)
W_Q = charge_width(bending, Vt)
W_Q_numerical = trapezoid(1 - density, x)
assert abs(W_Q_numerical / W_Q - 1) < 1e-4
dipole_bending = q * donors / eps * trapezoid(x * (1 - density), x)
assert abs(dipole_bending / bending - 1) < 1e-4
x_10, x_half, x_90 = np.interp([0.1, 0.5, 0.9], density, x)
x_half_formula = quad(lambda p: 1 / field(p, Vt), Vt * np.log(2), bending)[0]
assert abs(x_half / x_half_formula - 1) < 1e-4
density_at_W = np.interp(W, x, density)
debye = np.sqrt(eps * Vt / (q * donors))

# Small-signal capacitance from the change of the numerical charge.
dv = 0.01
capacitance = q * donors * (numerical_charge_width(bending + dv, Vt)
                            - numerical_charge_width(bending - dv, Vt)) / (2 * dv)
assert abs(eps / capacitance / W_Q - 1) < 1e-3

# Cold limit of the model: the sharp-edge width must be recovered.
W_cold = numerical_charge_width(bending, Vt / 10)
assert abs(W_cold / W - 1) < 2e-3 < abs(W_Q_numerical / W - 1)

# Degeneracy: Fermi level from the Fermi-Dirac integral.
Nc = band_density(mass_rel, temperature)


def fermi_half(eta):
    # substitution energy = s^2 removes the square-root end point
    return 4 / np.sqrt(np.pi) * quad(
        lambda s: s * s / (np.exp(s * s - eta) + 1), 0, 7,
        epsabs=1e-13, epsrel=1e-11)[0]


eta = brentq(lambda e: fermi_half(e) - donors / Nc, -10, 2)
eta_shift = eta - np.log(donors / Nc)
assert abs(eta_shift / (donors / Nc / np.sqrt(8)) - 1) < 0.02
fermi_depth = Vt * np.log(Nc / donors)
barrier = bending + fermi_depth

# Incomplete donor ionisation in the bulk (spin degeneracy 2).
n1 = Nc / 2 * np.exp(-donor_depth / Vt)
n0 = (-n1 + np.sqrt(n1**2 + 4 * n1 * donors)) / 2


def missing_charge(u):
    n = n0 * np.exp(-u)
    return 1 - 1 / (1 + n / n1) + n / donors


tail_factor = np.log(1 + n0 / n1) + n0 / donors
assert abs(quad(missing_charge, 0, bending / Vt)[0] / tail_factor - 1) < 1e-6
W_Q_ionisation = depletion_width(bending - tail_factor * Vt)

# Operation at 400 K with the barrier height held fixed.
hot = 400.0
Vt_hot = kB * hot / q
bending_hot = barrier - Vt_hot * np.log(band_density(mass_rel, hot) / donors)
W_Q_hot = charge_width(bending_hot, Vt_hot)

# Image force: formula against direct maximisation of the barrier.


def image_lowering(eps_image):
    def negative_barrier(pos_nm):
        pos = pos_nm * nm
        return -(bending * (1 - pos / W)**2 - q / (16 * np.pi * eps_image * pos))
    best = minimize_scalar(negative_barrier, bounds=(0.2, 10), method="bounded",
                           options={"xatol": 1e-8})
    formula = np.sqrt(q * peak_field / (4 * np.pi * eps_image)) 
    assert abs((bending + best.fun) / formula - 1) < 0.01
    return formula, best.x


lowering_static, top_static = image_lowering(eps)
lowering_optical, top_optical = image_lowering(eps_optical_rel * const.epsilon_0)

# Tunnelling through the bare parabolic barrier (WKB).
E00 = hbar / 2 * np.sqrt(donors / (mass * eps))


def wkb_exponent(energy):
    e = energy / bending
    r = np.sqrt(1 - e)
    log_part = e * np.log((1 + r) / np.sqrt(e)) if e > 0 else 0.0
    return bending / E00 * (r - log_part)


for energy in (0.0, 0.5, 0.75):
    turning = W * (1 - np.sqrt(energy / bending))
    direct = 2 * turning * quad(lambda s: np.sqrt(max(
        2 * mass * q * (bending * (1 - s * turning / W)**2 - energy), 0))
        / hbar, 0, 1)[0]
    assert abs(direct / wkb_exponent(energy) - 1) < 1e-5
tunnel_ratio = quad(lambda en: np.exp((bending - en) / Vt - wkb_exponent(en)) / Vt,
                    0, bending, points=[bending - 5 * Vt], limit=200)[0]

# Remaining estimates.
donors_in_cube = donors * W**3
count_spread = 1 / np.sqrt(donors_in_cube)
holes = band_density(hole_mass_rel, temperature) * np.exp(-(gap - barrier) / Vt)
assert holes < 1e-6 * donors and peak_field < breakdown_field

print(f"donor density N = {donors:.1e} m^-3")
print(f"relative permittivity = {eps_rel:.1f}")
print(f"band bending = {bending:.2f} V")
print(f"temperature = {temperature:.0f} K, kT/q = {Vt*1e3:.2f} mV")
print(f"elementary charge q = {q:.4e} C")
print(f"permittivity eps = {eps:.4e} F/m")
print(f"charge density qN = {q*donors:.4e} C/m^3")
print(f"2 eps psi_s = {2*eps*bending:.4e} C/m")
print(f"W squared = {W**2:.4e} m^2")
print(f"depletion width W = {W/nm:.2f} nm")
print(f"W from numerical root search = {W_search/nm:.2f} nm")
print(f"bending at x = W/2 = {bending/4:.2f} V")
print(f"surface field 2 psi_s/W = {peak_field/1e8:.3f} MV/cm")
print(f"charge qNW = {q*donors*W*100:.4f} uC/cm2")
print(f"capacitance eps/W = {eps/W*100:.4f} uF/cm2")
print(f"Debye length = {debye/nm:.2f} nm")
print(f"charge width W_Q, formula = {W_Q/nm:.2f} nm")
print(f"charge width W_Q, numerical = {W_Q_numerical/nm:.2f} nm")
print(f"W - W_Q = {(W-W_Q)/nm:.2f} nm ({(1-W_Q/W)*100:.2f} percent)")
print(f"eps/C from numerical capacitance = {eps/capacitance/nm:.2f} nm")
print(f"surface field with electrons = {field(bending, Vt)/1e8:.3f} MV/cm")
print(f"numerical W_Q with kT/q ten times smaller = {W_cold/nm:.2f} nm")
print(f"n/N = 0.1, 0.5, 0.9 at x = {x_10/nm:.1f}, {x_half/nm:.1f}, {x_90/nm:.1f} nm")
print(f"n/N at x = W: {density_at_W:.3f}")
print(f"rough electron mass = {mass_rel:.2f} m_e, Nc = {Nc:.3e} m^-3")
print(f"N/Nc = {donors/Nc:.4f}")
print(f"Fermi level below band edge = {fermi_depth:.4f} eV")
print(f"barrier height = {barrier:.3f} eV")
print(f"Fermi-level shift by degeneracy = {eta_shift*Vt*1e3:.2f} meV")
print(f"rough donor depth = {donor_depth*1e3:.0f} meV")
print(f"ionised fraction in bulk = {n0/donors:.3f}")
print(f"tail factor c = {tail_factor:.4f}")
print(f"W_Q with incomplete ionisation = {W_Q_ionisation/nm:.2f} nm")
for er in (9.5, 10.5):
    print(f"W for permittivity {er:.1f} = "
          f"{depletion_width(bending, er*const.epsilon_0)/nm:.2f} nm")
print(f"bending at {hot:.0f} K, same barrier = {bending_hot:.3f} V")
print(f"W_Q at {hot:.0f} K = {W_Q_hot/nm:.2f} nm")
print(f"mean donor spacing N^(-1/3) = {donors**(-1/3)/nm:.1f} nm")
print(f"donors in a cube of side W = {donors_in_cube:.0f}")
print(f"relative count spread in that cube = {count_spread*100:.0f} percent")
print(f"local width spread, half of that = {count_spread*50:.1f} percent")
print(f"rough breakdown field = {breakdown_field/1e8:.1f} MV/cm")
print(f"surface field / breakdown field = {peak_field/breakdown_field:.3f}")
print(f"rough gap = {gap:.1f} eV, rough hole mass = {hole_mass_rel:.1f} m_e")
print(f"hole density at surface = {holes:.0e} m^-3")
print(f"image lowering, static permittivity = {lowering_static*1e3:.1f} meV")
print(f"barrier top then at x = {top_static:.2f} nm")
print(f"rough optical permittivity = {eps_optical_rel:.1f}")
print(f"image lowering, optical permittivity = {lowering_optical*1e3:.1f} meV")
print(f"barrier top then at x = {top_optical:.2f} nm")
print(f"tunnelling energy E00 = {E00*1e3:.2f} meV, E00/kT = {E00/Vt:.3f}")
print(f"WKB exponent at bulk band edge = {wkb_exponent(0.0):.0f}")
print(f"tunnelling / over-barrier current, rough = {tunnel_ratio:.1f}")
print("success")
```

Printed output:

```
donor density N = 1.0e+23 m^-3
relative permittivity = 10.0
band bending = 0.80 V
temperature = 300 K, kT/q = 25.85 mV
elementary charge q = 1.6022e-19 C
permittivity eps = 8.8542e-11 F/m
charge density qN = 1.6022e+04 C/m^3
2 eps psi_s = 1.4167e-10 C/m
W squared = 8.8422e-15 m^2
depletion width W = 94.03 nm
W from numerical root search = 94.03 nm
bending at x = W/2 = 0.20 V
surface field 2 psi_s/W = 0.170 MV/cm
charge qNW = 0.1507 uC/cm2
capacitance eps/W = 0.0942 uF/cm2
Debye length = 11.95 nm
charge width W_Q, formula = 92.50 nm
charge width W_Q, numerical = 92.50 nm
W - W_Q = 1.53 nm (1.63 percent)
eps/C from numerical capacitance = 92.50 nm
surface field with electrons = 0.167 MV/cm
numerical W_Q with kT/q ten times smaller = 93.88 nm
n/N = 0.1, 0.5, 0.9 at x = 73.1, 90.6, 114.3 nm
n/N at x = W: 0.587
rough electron mass = 0.20 m_e, Nc = 2.244e+24 m^-3
N/Nc = 0.0446
Fermi level below band edge = 0.0804 eV
barrier height = 0.880 eV
Fermi-level shift by degeneracy = 0.41 meV
rough donor depth = 25 meV
ionised fraction in bulk = 0.836
tail factor c = 1.0151
W_Q with incomplete ionisation = 92.48 nm
W for permittivity 9.5 = 91.65 nm
W for permittivity 10.5 = 96.35 nm
bending at 400 K, same barrier = 0.758 V
W_Q at 400 K = 89.45 nm
mean donor spacing N^(-1/3) = 21.5 nm
donors in a cube of side W = 83
relative count spread in that cube = 11 percent
local width spread, half of that = 5.5 percent
rough breakdown field = 3.0 MV/cm
surface field / breakdown field = 0.057
rough gap = 3.4 eV, rough hole mass = 1.5 m_e
hole density at surface = 2e-17 m^-3
image lowering, static permittivity = 49.5 meV
barrier top then at x = 1.47 nm
rough optical permittivity = 5.3
image lowering, optical permittivity = 68.0 meV
barrier top then at x = 2.02 nm
tunnelling energy E00 = 4.15 meV, E00/kT = 0.161
WKB exponent at bulk band edge = 193
tunnelling / over-barrier current, rough = 3.3
success
```
